# Harmonic Voltages of a Resistive Heater with a Direct-Current Offset, part 2

A thin metal wire serves as heater and thermometer at once. It carries the current $I(t) = I_0 ( \eta + \cos \omega t )$, where $I_0$ is the peak alternating current and $\eta$ the ratio of the direct current to $I_0$. The problem is to predict the voltage harmonics and read the thermal response from them.

The local temperature rise above ambient is $\vartheta(x,t)$, and its average over the length is $\theta$. $R_0$ is the cold resistance, $\alpha$ the temperature coefficient of resistivity, and $T$ the absolute temperature. The thermal voltage $\alpha R_0 \theta I$ has the direct part $V_0$ and complex peak amplitudes $V_n$ at $n\omega$. Heating power of complex amplitude $P$ at angular frequency $\Omega$ gives $\theta$ the amplitude $Z(\Omega) P$. The impedance $Z$, in K/W, has the values $Z_0$, $Z_1$, $Z_2$ at $0$, $\omega$, $2\omega$. The factor $K = \alpha R_0^2 I_0^3$ is in V W/K.

To leading order in $\alpha \theta$,

$$ \theta(t) = I_0^2 R_0 \left[ ( \eta^2 + \tfrac12 ) Z_0 + 2 \eta \, \mathrm{Re} ( Z_1 e^{ i \omega t } ) + \tfrac12 \mathrm{Re} ( Z_2 e^{ 2 i \omega t } ) \right] . $$

The harmonics yield the impedances through

$$ Z_2 = \frac{ 4 V_3 }{ K } , \qquad Z_1 = \frac{ V_2 - 2 \eta V_3 }{ \eta K } , $$

$$ ( \eta^2 + \tfrac12 ) K Z_0 = V_1 - 2 \eta V_2 - ( 1 - 4 \eta^2 ) V_3 . $$

The harmonic ratio

$$ \frac{ V_2 }{ V_3 } = \eta \left( 2 + 4 \frac{ Z_1 }{ Z_2 } \right) $$

tends to $6 \eta$ for slow drive and $10 \eta$ for fast drive. At given mean heating and frequency, $|V_2|$ is largest for $\eta = \tfrac12$, where the imaginary parts of $V_1$ and $V_2$ are equal.

## Second half: a wire probe in numbers

The heater carries $I = I_0 ( \eta + \cos \omega t )$ and has the resistance $R_0 ( 1 + \alpha \theta )$, where $\theta$ is its length-averaged temperature rise. The thermal impedance $Z$ is the complex amplitude of $\theta$ per watt, with the values $Z_0$, $Z_1$, $Z_2$ at the frequencies $0$, $\omega$, $2\omega$. With $K = \alpha R_0^2 I_0^3$, the thermal voltages to leading order in $\alpha \theta$ are

$$ V_0 = K \eta \left[ ( \eta^2 + \tfrac12 ) Z_0 + \mathrm{Re} \, Z_1 \right] , \qquad V_2 = K \eta \left[ Z_1 + \tfrac12 Z_2 \right] , $$

$$ V_1 = K \left[ ( \eta^2 + \tfrac12 ) Z_0 + 2 \eta^2 Z_1 + \tfrac14 Z_2 \right] , \qquad V_3 = \tfrac14 K Z_2 . $$

They are peak amplitudes, with phases measured from the alternating current. The first harmonic also contains the ohmic voltage $I_0 R_0$.

To obtain numbers, $Z$ must be found for a definite heater. Take a round wire of diameter $d$, length $L$ and cross-section $A = \pi d^2 / 4$, with both ends held at ambient temperature. Its conductivity is $k$, its heat capacity per volume is $C$, and its surface loses the power $h \vartheta$ per area. To leading order the heat is released evenly along the wire. The energy balance of a slice, divided by its volume, is

$$ C \frac{ \partial \vartheta }{ \partial t } = k \frac{ \partial^2 \vartheta }{ \partial x^2 } - \frac{4h}{d} \vartheta + \frac{ P(t) }{ A L } . $$

The factor $4/d$ is the ratio of the circumference $\pi d$ to the cross-section. Using one temperature across the wire is justified when its radius is small compared with the distance heat diffuses in a period and when $h d / k$ is small, so that surface loss leaves the rim hardly cooler than the core.

For an oscillation at $\Omega$ the time derivative becomes a factor $i \Omega$. Measure $x$ from the middle and set $q^2 = ( i \Omega C + 4 h / d ) / k$. The complex amplitude then obeys

$$ \vartheta'' - q^2 \vartheta = - \frac{ P }{ k A L } . $$

A constant solution is $P / ( k A L q^2 )$. The symmetric solution of the homogeneous equation is $\cosh q x$, and its coefficient follows from $\vartheta = 0$ at $x = \pm L / 2$:

$$ \vartheta(x) = \frac{ P }{ k A L q^2 } \left[ 1 - \frac{ \cosh q x }{ \cosh ( q L / 2 ) } \right] . $$

The mean of $\cosh q x$ over the length is $\sinh ( q L / 2 ) / ( q L / 2 )$. With $u = q L / 2$, so that $q^2 = 4 u^2 / L^2$, averaging gives

$$ Z = \frac{ L }{ k A } \, \frac{ 1 - \tanh u / u }{ 4 u^2 } . $$

For small $u$ one has $\tanh u / u = 1 - u^2 / 3 + \dots$, so without surface loss the steady value is $Z_0 = L / ( 12 k A )$. For fast heating $\tanh u$ tends to one, and

$$ Z \approx \frac{ 1 }{ i \Omega C A L } \left( 1 - \frac1u \right) . $$

The prefactor is that of a body which stores all the heat it receives. The correction $1/u$ comes from the thin end regions that still lose heat to the supports.

The example is a platinum-rhodium wire of the kind used as a resistive probe in scanning thermal microscopy. It is in vacuum, out of contact with any sample, and surface loss is at first neglected. The assumed inputs, chosen near rough typical values, are $d = 5$ µm, $L = 200$ µm, $k = 38$ W/(m K), $C = 3.2 \times 10^6$ J/(m³ K), resistivity $1.9 \times 10^{-7}$ Ω m and $\alpha = 1.65 \times 10^{-3}$ K⁻¹. The alternating current has a peak of 10 mA at 500 Hz, and the direct current is 5 mA. Thus $\eta = \tfrac12$, the value that favours the second harmonic at given mean heating.

The cross-section is $1.963 \times 10^{-11}$ m², and the cold resistance is

$$ R_0 = \frac{ 1.9 \times 10^{-7} \times 2 \times 10^{-4} }{ 1.963 \times 10^{-11} } = 1.935 \ \Omega . $$

The voltage factor is

$$ K = 1.65 \times 10^{-3} \times ( 1.935 )^2 \times ( 10^{-2} )^3 = 6.18 \times 10^{-9} \ \text{V W/K} . $$

For the impedances, $L / ( k A ) = 2.68 \times 10^5$ K/W. One twelfth of this is $Z_0 = 22\,338$ K/W. At the drive frequency,

$$ u^2 = \frac{ i \omega C L^2 }{ 4 k } = 2.65 \, i , $$

which is neither small nor large. The formula for $Z$ then gives $Z_1 = 15\,259$ K/W with phase $-46.2^\circ$. At twice the frequency $u^2$ doubles, and $Z_2 = 9\,496$ K/W with phase $-63.5^\circ$. The material data do not justify five digits; they are kept so that the arithmetic can be followed. The heat capacity in particular is on the high side: the values of the two pure metals suggest about $2.9 \times 10^6$ J/(m³ K) for an alloy with ten percent rhodium, which would raise the first, second and third thermal harmonics found below by about 3, 6 and 9 percent.

The power scale is $I_0^2 R_0 = 193.5$ µW. The mean temperature rise is $0.75 \times 193.5 \ \text{µW} \times Z_0 = 3.24$ K. The oscillation at $\omega$ has the amplitude $2 \eta I_0^2 R_0 |Z_1| = 2.95$ K, and that at $2\omega$ has $\tfrac12 I_0^2 R_0 |Z_2| = 0.92$ K. These are averages over the length. In the steady state without surface loss the profile is a parabola, whose middle is 1.5 times its mean, so the steady rise at the centre is about 4.9 K.

To add the impedances one needs their components:

$$ Z_1 = ( 10\,560 - 11\,015 \, i ) \ \text{K/W} , \qquad Z_2 = ( 4\,240 - 8\,497 \, i ) \ \text{K/W} . $$

The first harmonic has the bracket

$$ 0.75 \, Z_0 + 0.5 \, Z_1 + 0.25 \, Z_2 = ( 23\,093 - 7\,632 \, i ) \ \text{K/W} . $$

Its magnitude is 24 322 K/W, and multiplication by $K$ gives $|V_1| = 150.3$ µV. For the second harmonic,

$$ 0.5 \left( Z_1 + 0.5 \, Z_2 \right) = ( 6\,340 - 7\,632 \, i ) \ \text{K/W} , $$

with magnitude 9 922 K/W, hence $|V_2| = 61.3$ µV. The third is $|V_3| = 0.25 \times 9\,496 \ \text{K/W} \times K = 14.7$ µV. The direct thermal voltage is 84.4 µV. An instrument that reads root-mean-square values shows 106.3, 43.4 and 10.4 µV for the thermal parts of the three harmonics. The phases are $-18.3^\circ$, $-50.3^\circ$ and $-63.5^\circ$. The imaginary parts of the first two brackets agree, as the relation for $\eta = \tfrac12$ requires.

These formulas can be tested against a calculation that does not use them. The heat equation of the wire was solved step by step in time on 60 intervals, with the local heating raised by the local factor $1 + \alpha \vartheta$, and the voltage was resolved into harmonics after transients had decayed. At a weak drive of 0.3 mA and 500 Hz, with $\eta = 0.5$, $-0.5$, $1.5$ and $0$, the largest relative difference from the formulas was 0.06 percent among the components that do not vanish. Solving the simulated harmonics at $\eta = 0.5$ for the impedances returned magnitudes of 22 332, 15 253 and 9 491 K/W, within 0.1 percent of the values from the closed formula for $Z$.

The two limits of the harmonic ratio were also examined. At 5 Hz the time-domain solution gave $|V_2 / V_3| / \eta = 6.001$, against the slow limit of 6. At 1 MHz the impedance formula gives 9.977 instead of 10. The end correction accounts for this difference. There $|u| = 73$ at the drive frequency and $\sqrt2$ times as much at twice the frequency, so $Z_1 / Z_2$ differs from 2 by the relative amount $- ( 1 - 1 / \sqrt2 ) / u$. Its real part is $-0.00285$, since $u$ has a phase of $45^\circ$, and $2 + 8 ( 1 - 0.00285 ) = 9.977$. The imaginary part changes the magnitude only at second order.

At the working current the neglected feedback becomes visible. Its structure is seen most simply for slow drive and a heater of uniform temperature. Then $\theta = Z_0 R_0 I^2 ( 1 + \alpha \theta )$. Solving for $\theta$ and inserting it in the voltage gives, with $g = \alpha R_0 Z_0$,

$$ V = \frac{ I R_0 }{ 1 - g I^2 } = R_0 ( I + g I^3 + g^2 I^5 + \dots ) . $$

The cubic term is the thermal voltage treated so far. The next term is smaller by a factor of order $g I_0^2$, and the fifth power of $\eta + \cos \omega t$ contains harmonics up to the fifth. The third harmonic is therefore the last one at leading order, but not in the full response. For the example $g I_0^2 = 0.0071$. The numerical prefactor matters too: in $( \eta + \cos \omega t )^5$ the coefficient of $\cos 3 \omega t$ is $\tfrac52 \eta^2 + \tfrac5{16} = 0.94$ at $\eta = \tfrac12$, against $\tfrac14$ in the cube. This slow, uniform estimate thus gives a correction of 2.7 percent to $V_3$.

The time-domain solution at 500 Hz, with the real temperature profile, gives smaller changes. Switching on the feedback alters the complex amplitudes of the first, second and third thermal harmonics by 0.9, 1.2 and 1.7 percent of their values without feedback. On 60 intervals the resulting magnitudes are 151.6, 62.0 and 14.9 µV; finer resolution raises the first by about 0.05 µV, to 151.7 µV. The fourth and fifth harmonics are 55 and 7 nV. When both currents are doubled from half their working values, with $\eta$ fixed, these two grow by factors of 32.3 and 32.4, close to the factor $2^5 = 32$ of a fifth-power law.

The current source also has a finite resistance $R_s$. Let its internal voltage be set so that the desired current $I$ would flow through the cold wire. When the resistance becomes $R_0 ( 1 + \epsilon )$, with $\epsilon = \alpha \theta$, the current falls and the voltage is

$$ V = I R_0 ( 1 + \epsilon ) \frac{ R_s + R_0 }{ R_s + R_0 + R_0 \epsilon } \approx I R_0 \left( 1 + \frac{ R_s }{ R_s + R_0 } \epsilon \right) . $$

The last step expands the fraction to first order in $\epsilon$ and uses $1 - R_0 / ( R_s + R_0 ) = R_s / ( R_s + R_0 )$. The change in heating power affects only the next order. All thermal harmonics are reduced by the same factor. For $R_s = 1000$ Ω the loss is 0.19 percent. A source with $R_s = R_0$ would halve the signals.

The first harmonic is hard to use for another reason. Its thermal part of 150 µV sits on an ohmic voltage of 19.35 mV. An error of 0.1 percent in $R_0$ shifts the inferred thermal part by 19.4 µV. The portion that determines $Z_0$ is $0.75 \, K Z_0 = 103.5$ µV, so $Z_0$ would be wrong by about 19 percent. Likewise, a phase error of 0.01° moves 3.4 µV of the ohmic voltage into the imaginary part of the first harmonic, which is only about 47 µV in size. The second and third harmonics have no such background if the current is pure. If the source adds a small current at $2\omega$, however, its ohmic voltage falls on the second harmonic. To keep this below one percent of $V_2$, or 0.61 µV, the unwanted current must be below $3 \times 10^{-5}$ of $I_0$. The same demand at $3\omega$ is $7.6 \times 10^{-6}$.

A real probe departs from the model in several further ways. The percentages below give the size of the change in each complex amplitude, phase included; the magnitude alone changes by as much or less. Its wire is held by thicker silver leads, which warm up slightly. Leads taken as 1 mm long and 75 µm thick have a steady thermal resistance of 539 K/W each. Using this value at all three frequencies changes the first, second and third thermal harmonics by 1.0, 0.8 and 0.6 percent. These figures overstate the effect, most of all for the second and third harmonics: at 500 Hz the temperature oscillation dies out within a few tenths of a millimetre of silver, so the leads hinder the oscillating heat less than the steady heat. A rough curvature of the resistance, $-6 \times 10^{-7}$ K⁻², together with a rough conductivity slope of $3 \times 10^{-4}$ K⁻¹, changes them by 0.3, 0.4 and 0.6 percent. The slope is uncertain: if the Wiedemann-Franz law holds, it is $1/T - \alpha$, or about $1.7 \times 10^{-3}$ K⁻¹ at 300 K, and the changes are larger, though still below one percent. Black-body radiation at 300 K amounts to $h = 6.1$ W/(m² K) and changes the three harmonics by less than 0.04 percent. Of the departures estimated here, air in place of vacuum has the largest effect. With a rough $h$ of 2000 W/(m² K) for air, the three complex amplitudes change by 10, 10 and 7 percent at the same current and frequency. The magnitudes fall by 10, 6.5 and 3 percent, and the phases of the second and third harmonics shift by about 4°. These figures are only as good as the rough $h$, which is taken here as the same at all frequencies; heat stored in the surrounding air makes it rise with frequency, so the changes may be larger by a few percentage points. Contact with a sample opens another path for heat, whose effect has not been computed here.

These departures are of two kinds. Air, warm leads and a sample change the impedance, but the harmonic formulas remain valid with the new $Z$ as long as the added heat flow is linear and steady in its properties. Feedback, curved resistance and temperature-dependent conductivity change the formulas themselves, and their share shrinks when the current is reduced. Measurements at two currents with the same $\eta$ help to tell the two apart: after division by $I_0^3$, the thermal harmonics should agree to leading order. A remaining difference points to nonlinearity only if parasitic voltages have been excluded. The ohmic voltage of an impure source, for instance, grows in proportion to $I_0$ and would also leave a difference. The printed values are collected in the numerical output below.

## Table of computed values

```
wire diameter 5.0 um, length 200 um
conductivity 38 W/(m K), heat capacity 3.20e+06 J/(m3 K)
resistivity 1.90e-07 ohm m, alpha 1.65e-03 1/K
ac peak 10.0 mA, dc 5.0 mA, eta 0.50
drive frequency 500 Hz
cold resistance R0 1.9353 ohm
K = alpha R0^2 I0^3: 6.1800e-09 V W/K
Z0: magnitude 22338 K/W, phase 0.00 deg
Z1: magnitude 15259 K/W, phase -46.21 deg
Z2: magnitude 9496 K/W, phase -63.48 deg
temperature amplitude at 0w: 3.242 K
temperature amplitude at 1w: 2.953 K
temperature amplitude at 2w: 0.919 K
ohmic first harmonic I0 R0: 19.353 mV peak
thermal dc voltage: 84.40 uV
thermal 1w: 150.31 uV peak, 106.28 uV rms, phase -18.29 deg
thermal 2w: 61.32 uV peak, 43.36 uV rms, phase -50.28 deg
thermal 3w: 14.67 uV peak, 10.37 uV rms, phase -63.48 deg
full simulation 1w: 151.61 uV peak
full simulation 2w: 61.96 uV peak
full simulation 3w: 14.86 uV peak
full simulation 4w, 5w: 55.2, 7.2 nV peak
4w, 5w growth on doubling current: 32.28, 32.40
largest weak-drive formula error: 0.057 percent
recovered |Z0|, |Z1|, |Z2|: 22332, 15253, 9491 K/W
|V2/V3|/eta at 5 Hz: 6.001; at 1 MHz: 9.977
V1 error from 0.1 percent error in R0: 19.35 uV
relative changes of thermal 1w, 2w, 3w voltages, in percent:
  electrothermal feedback: 0.916, 1.196, 1.668
  rough curvature -6.0e-07 1/K2 and conductivity slope 3.0e-04 1/K: 0.316, 0.426, 0.644
  silver supports, 539 K/W each (steady value): 0.963, 0.809, 0.621
  black-body radiation, h 6.12 W/(m2 K): 0.036, 0.031, 0.022
  air instead of vacuum, rough h 2000 W/(m2 K): 10.311, 9.503, 6.834
  source resistance 1000 ohm, all three: 0.193
```
